Relaxation-rate density of the square-root stretched exponential and its finite sums

**1. Definitions and conventions**

The relaxation function is

φ(t) = exp[−√(t/τ)], t ≥ 0, τ > 0.

It is the fraction of an initial polarization that remains a time t after the field has been removed. We seek a density of rates ρ(k) such that

φ(t) = ∫₀^∞ ρ(k) e^(−kt) dk.   (1)

The result is

ρ(k) = exp[−1/(4kτ)] / [2√(πτ) k^(3/2)].   (2)

Here k is a rate (inverse time), so ρ has the unit of time and ρ(k) dk is a pure number. The derivation uses the dimensionless variables x = t/τ and K = kτ, and a density r(K) defined by r(K) dK = ρ(k) dk. Since dK = τ dk,

ρ(k) = τ r(kτ).   (3)

The complex square root is the principal one, √s = √|s| e^(iα/2) for s = |s| e^(iα) with −π < α < π. Its cut lies on the negative real axis.

Equation (1) is a mathematical decomposition. A material in which independent regions relax exponentially with rates distributed as ρ shows the decay φ. So does a material in which every region follows φ itself. The decay alone does not tell these cases apart.

**2. Inverse Laplace transform**

In dimensionless form, (1) reads e^(−√x) = ∫₀^∞ r(K) e^(−Kx) dK. The decay is thus the Laplace transform of r, with x as the transform variable. Continuing x to complex s gives the inversion integral

r(K) = (1/2πi) ∫ e^(sK − √s) ds, along Re s = c, c > 0, upwards.   (4)

It converges absolutely: for Re s > 0 we have |α| < π/2, hence |e^(−√s)| = exp[−√|s| cos(α/2)] ≤ exp[−√(|s|/2)].

For K > 0 the line is closed to the left by a large arc of radius R, interrupted at the cut. Three estimates cover the upper half of the arc.

- From the line to α = π/2, the length is at most πc/2 and the integrand at most e^(cK) exp[−√(R/2)].
- From α = π/2 to 3π/4, |e^(sK)| ≤ 1 and |e^(−√s)| ≤ exp[−√R cos(3π/8)], on a length πR/4.
- From α = 3π/4 to π, |e^(−√s)| ≤ 1 and |e^(sK)| ≤ exp(−KR/√2), on a length πR/4.

All three contributions vanish as R → ∞, and the lower half follows by complex conjugation. For K = c = 1 the upper arc has the computed magnitude 2.3×10⁻³, 2.0×10⁻⁶ and 1.4×10⁻¹² at R = 100, 400 and 1600. A small circle of radius ε around the origin contributes at most 2πε e^(εK), which also vanishes.

What remains are the two sides of the cut, where s = −u with u > 0. On the upper side √s = +i√u. The path runs inwards, from u = ∞ to 0, with ds = −du:

upper side = ∫₀^∞ e^(−Ku) e^(−i√u) du.

On the lower side √s = −i√u and the path runs outwards:

lower side = −∫₀^∞ e^(−Ku) e^(+i√u) du.

Their sum is −2i ∫₀^∞ e^(−Ku) sin√u du. The closed contour contains no singularity, so the vertical line plus the two sides gives zero. The line integral is therefore +2i ∫₀^∞ e^(−Ku) sin√u du, and division by 2πi yields

r(K) = (1/π) ∫₀^∞ e^(−Ku) sin√u du.   (5)

With u = v² and du = 2v dv this becomes

r(K) = (2/π) S(1), S(a) = ∫₀^∞ v e^(−Kv²) sin(av) dv.

To evaluate S, let C(a) = ∫₀^∞ e^(−Kv²) cos(av) dv. Differentiation gives C′(a) = −S(a). In S, write v e^(−Kv²) as the derivative of −e^(−Kv²)/(2K) and integrate by parts. The boundary term vanishes at both ends, and

S(a) = (a/2K) C(a).

Hence C′ = −(a/2K) C. With C(0) = ½√(π/K) the solution is C(a) = ½√(π/K) e^(−a²/4K), so that

S(1) = (1/2K) · ½√(π/K) · e^(−1/4K) = √π e^(−1/4K) / (4K^(3/2)),

r(K) = e^(−1/4K) / (2√π K^(3/2)).   (6)

Inserting (6) into (3) gives τ/(τ^(3/2) k^(3/2)) = 1/(√τ k^(3/2)), which is (2). Direct quadrature of (4) at K = 0.05, 1/6, 0.5, 2 and 5 agrees with (6) to a relative error of at most 8.9×10⁻¹⁶.

The exponent 1/2 is special because s^(1/2) is purely imaginary on the cut. No factor depending on u then accompanies the sine in (5) except e^(−Ku), and the integral is Gaussian. Equation (2) must not be used for another exponent.

**3. Proof in the forward direction, and uniqueness**

Substitute K = 1/(4y²), y > 0. Then K^(−3/2) = 8y³ and |dK| = dy/(2y³), so

r(K) |dK| = [8y³/(2√π)] e^(−y²) dy/(2y³) = (2/√π) e^(−y²) dy.   (7)

At x = 0 the integral of (7) is 1, so r is normalised. For x > 0 put b = √x/2. The superposition is

I(x) = (2/√π) ∫₀^∞ exp[−y² − b²/y²] dy.

Completing the square, y² + b²/y² = (y − b/y)² + 2b, gives

I(x) = (2/√π) e^(−2b) J, J = ∫₀^∞ exp[−(y − b/y)²] dy.

The map y → b/y leaves the exponential unchanged and turns dy into (b/y²) dy. J is therefore also the mean of the two forms:

J = ½ ∫₀^∞ (1 + b/y²) exp[−(y − b/y)²] dy.

With w = y − b/y, dw = (1 + b/y²) dy, and w runs from −∞ to ∞. Thus J = ½√π and I(x) = e^(−2b) = e^(−√x), as required. Quadrature of (1) at t/τ = 0, 10⁻⁴, 10⁻², 1, 10 and 100 reproduces the decay to a relative error of at most 3.3×10⁻¹⁶.

No other integrable density gives the same decay. Let d(K) be the difference of two such densities. Then ∫₀^∞ d(K) e^(−nK) dK = 0 for n = 0, 1, 2, … With z = e^(−K), d is orthogonal to every polynomial in z on [0, 1]. Continuous functions there are uniform limits of polynomials, so d is orthogonal to all of them and vanishes almost everywhere.

**4. Properties needed in use**

Weight below a rate. By (7), rates below k correspond to y > 1/(2√(kτ)). Hence

W(k) = erfc[1/(2√(kτ))].   (8)

Setting W = ½ gives the median rate 1.0991/τ.

Maxima. From d ln r/dK = 1/(4K²) − 3/(2K) = 0, ρ peaks at k = 1/(6τ). The density per unit ln k is kρ. For it the condition is 1/(4K²) − 1/(2K) = 0, and the peak lies at k = 1/(2τ). A quoted "most probable rate" must name the variable.

Relaxation times. For T = 1/k the density is ρ(1/T)/T²:

p(T) = exp[−T/(4τ)] / √(4πτT).

The mean of T is 4τ⟨y²⟩ = 4τ · ½ = 2τ. This equals the area under φ, since t = τq² gives ∫₀^∞ φ dt = 2τ ∫₀^∞ q e^(−q) dq = 2τ.

Short times. At small t, φ ≈ 1 − √(t/τ), with infinite initial slope. The source is the slowly falling tail r ≈ K^(−3/2)/(2√π) at large K, which makes the mean rate diverge. With an upper limit K₀, partial integration using K^(−1/2) = d(2√K)/dK gives

∫₀^K₀ K r dK = √(K₀/π) e^(−1/4K₀) − ½ erfc[1/(2√K₀)].   (9)

This grows as √K₀. A real system has a highest molecular rate, so its initial slope is finite, and φ fails at times comparable with the inverse of that rate.

Long times. The exponent in the superposition is −(1/(4K) + Kx). Its maximum lies at K* = 1/(2√x), and with u = ln(K/K*) it becomes

−(1/(4K) + Kx) = −√x cosh u.   (10)

At late times the surviving polarization comes from rates near k* = 1/(2√(tτ)), in a window of standard width about x^(−1/4) in ln k. The dominant rate falls as time passes, which is why the decay eventually becomes slower than any single exponential.

**5. Finite sums of exponentials**

Let h be the spacing of a uniform grid in ln k. Since dk = k d(ln k), the trapezoidal rule turns (1) into

φ(t) ≈ Σⱼ wⱼ e^(−kⱼt), wⱼ = h kⱼ ρ(kⱼ).   (11)

For n terms per decade h = (ln 10)/n. The following errors were found with kτ from 10⁻³ to 10⁸, at 601 logarithmically spaced times from t/τ = 10⁻⁴ to 100. The absolute error is in units of φ(0) = 1; the relative error refers to φ(t).

- n = 1, 12 terms: absolute 3.7×10⁻², relative 1.1
- n = 2, 23 terms: absolute 8.3×10⁻⁴, relative 0.37
- n = 4, 45 terms: absolute 1.4×10⁻⁷, relative 1.3×10⁻³
- n = 8, 89 terms: absolute 3.8×10⁻¹⁵, relative 1.4×10⁻¹¹

The large relative errors of the coarse grids are consistent with (10). At t = 100τ the window has a width of about 100^(−1/4) = 0.32, while h is 2.3, 1.15, 0.58 and 0.29 for the four grids. A grid several times coarser than the window, as for n = 1 and 2, can have no rate near its centre, and the sum is then too small. It can also have one rate there, which counts with the whole spacing h, and the sum is then too large. The error of 1.1 for n = 1, reached near t = 25τ, is of the second kind, since a sum of positive terms cannot fall short by more than the whole of φ. Two terms per decade suffice if 10⁻³ of the initial value is acceptable; on the grids used here the late tail is then wrong by up to 37 % of its own value, against 0.13 % with four terms per decade. These two figures depend on the position of the grid: if it is shifted along ln k, they can rise to about 47 % and 0.36 %.

The limits of the grid follow from the integrand. At the lower end e^(−1/(4K)) suppresses the weight, at K = 10⁻³ by e^(−250). At the upper end the factor e^(−Kx) does so, provided that K_max t_min/τ is large; here it is 10⁴. At t = 0 this protection is absent, and the weights sum to slightly less than one on a fine grid. If φ(0) = 1 is required on such a grid, the missing weight 1 − Σⱼwⱼ can be added to the fastest term. This changes the sum at t_min by less than e^(−10⁴). On a coarse grid the sign of the missing weight depends on the position of the grid. For the grid with two terms per decade used here, the weights sum to slightly more than one, and the correction would make the fastest weight negative.

The table also limits what can be inferred from data. Over these six decades of time, 45 discrete rates differ from the continuous density by at most 1.4×10⁻⁷ of the initial value. Measurements with an uncertainty well above this cannot distinguish the two, although the density is unique for an exactly known decay.

For a time-dependent field E(t) in linear response, each term becomes one memory variable Pⱼ:

dPⱼ/dt = −kⱼ [Pⱼ − wⱼ ε₀Δε E(t)], P = Σⱼ Pⱼ,

where Δε is the relaxation strength. If E is constant during a step δ, the solution is

Pⱼ(t+δ) = wⱼε₀Δε E + [Pⱼ(t) − wⱼε₀Δε E] e^(−kⱼδ).

The factor e^(−kⱼδ) never exceeds one, so for a prescribed field fast terms impose no stability limit on δ. If E itself depends on P, as in open circuit, holding it constant during a long step can make the solution grow. E must then be solved together with P. A shorter δ also helps, but when Δε is much larger than the permittivity of the fast response, even a step short compared with τ can be too long. After full poling and removal of the field, these equations return (11) multiplied by the initial polarization.

**6. Worked example: discharge of a polar polymer film**

The parameters are rough round values: thickness 1000 nm, poling voltage 1 V, temperature 320 K, Δε = 6, permittivity of the fast response 3, and τ = 10 ms. The film is poled for 1 s and then short-circuited.

The poling field is 1 V/1000 nm = 10⁶ V/m = 0.010 MV/cm. The relaxing polarization is

P₀ = ε₀Δε E = 5.31×10⁻³ uC/cm2.

In the short-circuited uniform film E = 0, so the electrode charge per area equals P. The discharge current density is

J(t) = −dP/dt = P₀ φ(t) / [2√(tτ)].   (12)

At t = 10 ms, φ = e^(−1) = 0.368. This gives P = 1.95×10⁻³ uC/cm2 and J = 1.95×10⁻³/(2 × 0.010 s) = 0.098 uA/cm2. The same steps give:

- t = 1 ms: P = 3.87×10⁻³ uC/cm2, J = 0.61 uA/cm2
- t = 100 ms: P = 2.25×10⁻⁴ uC/cm2, J = 3.6×10⁻³ uA/cm2

The sum (11) with eight terms per decade gives the same P and J to all five printed digits of the numerical output.

By (8), the polarization is shared among the rates as follows: 2.5 % below 10 s⁻¹, 45.4 % from 10 to 100 s⁻¹, 34.4 % from 100 to 1000 s⁻¹, 12.1 % from 1000 to 10⁴ s⁻¹, and 5.6 % above. The median rate is 110 s⁻¹ and the mean relaxation time 20 ms. At 100 ms the surviving polarization comes from rates near k* = 1/(2√10 τ) ≈ 16 s⁻¹. The factor K^(−1/2) in front of the exponential moves its maximum per unit ln k somewhat lower, to about 13.5 s⁻¹. By (8), only 7.5 % of the initial polarization has rates below k*. The late signal thus comes from the slow side of the distribution in ln k, whose maximum is at 50 s⁻¹.

**7. The example beside a real film**

The inputs lie in the regime of poly(vinyl acetate) some 15 K above its glass transition, where a stretching exponent near one half is roughly typical. The Williams–Landel–Ferry equation with its universal constants, a glass transition at 305 K and a relaxation time of 100 s there gives about 12 ms at 320 K. These constants are only rough for a given polymer, and the result is sensitive to the glass transition: 3 K lower or higher gives about 3 or 50 ms, and 5 K higher about 150 ms. The estimate shows only that the chosen τ is plausible to within about a factor of ten. The late signal depends strongly on both the exponent and the temperature. With τ held fixed, 0.55 instead of 0.50 lowers P(100 ms) by 32 %. By the Williams–Landel–Ferry equation, 0.1 K of warming shortens τ by 4.6 % and lowers P(100 ms) by 7.2 %.

Ionic charge blocked at the electrodes during poling can flow back. For ohmic conduction the returning field cannot exceed the poling field, which bounds this current by conductivity times that field. For an assumed 10⁻¹³ S/cm the bound is 1.0×10⁻³ uA/cm2. That is 1.0 % of J at 10 ms but 28 % at 100 ms. If the ions are numerous and slow, the bound is approached only when the blocked charge has screened the poling field almost completely. This takes longer than ε₀ε/σ, about 8 s for a permittivity ε of 9 and this conductivity σ, so after 1 s of poling the ionic current then stays well below the bound. If the ions are few and mobile, they can cross the film during poling without screening the field and return by diffusion. The transit time is L²/(μV) for thickness L, voltage V and mobility μ, about 1 s for μ = 10⁻⁸ cm²/(V s). The current then starts near the bound, and for this mobility it is still about a quarter of the bound at 100 ms, some 7 % of J. With longer poling or a higher conductivity it can matter, and conduction should then be measured before a late tail is assigned to dipoles.

The other effects are small for these numbers. Poling for a finite time t_p replaces φ(t) by φ(t) − φ(t + t_p), which lowers P(100 ms) by 0.066 %. A highest molecular rate of 10¹² s⁻¹ removes a weight of 5.6×10⁻⁶, and (9) then gives a finite mean rate of 5.6×10⁶ s⁻¹. With 50 ohm in series, an area of 0.01 cm2 and the full static permittivity 3 + 6 = 9, which gives an upper estimate, the circuit time is 4.0 ns, in which φ falls by 0.063 %. Equation (12) assumes E = 0 and applies only at times much longer than the circuit time; before that, the discharge of the fast permittivity through the resistor dominates the current. Saturation of a free dipole of 2 debye reduces the response by 1.5×10⁻⁷ of its value. The field is about 1 % of a rough breakdown field of 1 MV/cm.

Computed values

```
DENSITY (tau = 1)
vertical-line integral, max relative error: 8.9e-16
closing arc, radius 100, 400, 1600: 2.3e-03, 2.0e-06, 1.4e-12
forward transform, max relative error: 3.3e-16
rate at maximum of rho: 0.1667 /tau
rate at maximum of k*rho: 0.5000 /tau
median rate: 1.0991 /tau
mean relaxation time: 2.0000 tau
SUMS OF EXPONENTIALS, t/tau from 1e-4 to 100, k*tau from 1e-3 to 1e8
1 per decade, 12 terms: max abs error 3.7e-02, max relative error 1.1e+00
2 per decade, 23 terms: max abs error 8.3e-04, max relative error 3.7e-01
4 per decade, 45 terms: max abs error 1.4e-07, max relative error 1.3e-03
8 per decade, 89 terms: max abs error 3.8e-15, max relative error 1.4e-11
EXAMPLE (rough round inputs)
film 1000 nm, 1 V, 320 K, field 0.010 MV/cm
relaxation strength 6, fast permittivity 3, tau 10 ms, poling 1 s
initial relaxing polarization: 5.3125e-03 uC/cm2
t = 1 ms: P 3.8723e-03, from sum 3.8723e-03 uC/cm2; J 6.1226e-01, from sum 6.1226e-01 uA/cm2
t = 10 ms: P 1.9544e-03, from sum 1.9544e-03 uC/cm2; J 9.7718e-02, from sum 9.7718e-02 uA/cm2
t = 100 ms: P 2.2487e-04, from sum 2.2487e-04 uC/cm2; J 3.5556e-03, from sum 3.5556e-03 uA/cm2
share of polarization with rate below 10 1/s: 2.53 %
share of polarization with rate 10 to 100 1/s: 45.42 %
share of polarization with rate 100 to 1000 1/s: 34.36 %
share of polarization with rate 1000 to 10000 1/s: 12.06 %
share of polarization with rate above 10000 1/s: 5.64 %
median rate 109.9 1/s, mean relaxation time 20.0 ms
NEGLECTED EFFECTS (rough inputs)
exponent 0.55 instead of 0.50: P(100 ms) changes by -32.0 %
WLF time at 320 K (glass transition 305 K, 100 s there): 11.8 ms
0.1 K warmer: tau changes by -4.6 %, P(100 ms) by -7.2 %
ionic current bound at 1e-13 S/cm: 1.00e-03 uA/cm2
  relative to J at 10 ms: 1.0 %, at 100 ms: 28.1 %
incomplete poling lowers P(100 ms) by 0.066 %
weight above highest molecular rate 1e+12 1/s: 5.6e-06
mean rate cut there: 5.64e+06 1/s
RC time (50 ohm, 0.01 cm2): 3.98 ns, share of P released in it: 0.063 %
dipole saturation (2 debye): 1.5e-07 of the response
field / breakdown field of 1 MV/cm: 0.010
```
